Kleinman-Bylander orbitals under the semilocal operator: residuals, ghosts and variance

**Question**

I generate orbitals in a plane-wave code, which applies my pseudopotential in Kleinman-Bylander (KB) form, and use them in DMC, which applies the same pseudopotential in semilocal form. Both forms come from the same radial potentials and reproduce the same reference atom, so I have treated the orbitals as eigenfunctions of the same one-body operator and the choice of local channel as bookkeeping. I take d as local. Is the assumption right? If not, what goes wrong, and could I see it in the variance of the local energy?

**Answer**

With one projector per channel, it is right for the local channel and for an orbital of a nonlocal channel that is proportional to the reference orbital wherever the channel potential differs from the local one. It is wrong for any other bound orbital of that channel; in the reference atom this means every bound orbital except the reference one. The model below isolates this: one electron in fixed, screened, spherical potentials, one projector, no Jastrow factor. The algebra is in atomic units and the numbers are in eV and Å. In a many-electron calculation the electron interaction also contributes to the variance; the model leaves it out.

**The two operators**

Take the s channel, with real radial functions u(r), u(0) = 0, ∫u² dr = 1, and T = −½ d²/dr². The semilocal operator is V_loc + Σ_l (V_l − V_loc)P_l, with P_l the projector on angular momentum l. On an s function it acts as V_s, whatever V_loc is. Define

H_SL = T + V_s,  H_loc = T + V_loc,  δV = V_s − V_loc.

The reference orbital φ > 0 is the ground state, H_SL φ = εφ. With χ = δVφ and D = ⟨φ|χ⟩ ≠ 0,

H_KB = H_loc + |χ⟩⟨χ|/D.

Subtract, and use |χ⟩ = δV|φ⟩ to factor out δV:

H_SL − H_KB = δV − |χ⟩⟨χ|/D = δV Q,  Q = 1 − |φ⟩⟨χ|/D.

For any u, Qu = u − cφ with c = ⟨χ|u⟩/D. Since ⟨χ|φ⟩ = D, we have Qφ = 0 and ⟨χ|Q = ⟨χ| − ⟨χ| = 0. The first gives H_KB φ = εφ. In the local channel δV vanishes and the two operators coincide.

Let H_KB u = Eu and η = Qu. Then

(H_SL − E)u = δVη.   (1)

Suppose u is also a bound eigenfunction of H_SL, with eigenvalue E + κ, so that δVη = κu. Where δV vanishes outside a core radius, κu = 0 there. An eigenfunction of H_SL solves a homogeneous second-order equation and cannot vanish on an interval, so κ = 0. For a Gaussian δV, a nonzero κ would give u = cδVφ/(δV − κ), a Gaussian tail, whereas a bound state in a Coulomb tail decays exponentially; again κ = 0. Hence u = cφ on an interval I where δV ≠ 0. The KB equation reads (H_loc − E)u = −cχ, and the reference equation reads (H_loc − ε)φ = −χ. If c = 0, u vanishes on I and so everywhere. If c ≠ 0, inserting u = cφ on I and subtracting gives c(ε − E)φ = 0, so E = ε. Then u − cφ solves (H_loc − ε)y = 0 and vanishes on I, so u = cφ everywhere. For these two operators, with no potential added, the reference orbital is the only common bound s eigenfunction.

**Local energy and variance**

For a pure s trial function Ψ, P₀Ψ = Ψ, so the localised nonlocal term δV P₀Ψ/Ψ equals δV(r), and the local energy is E_L = H_SL u/u. Dividing (1) by u,

E_L(r) = E + δV(1 − cφ/u).

Averaging over u², and using u = η + cφ with ⟨φ|δV|η⟩ = ⟨χ|η⟩ = 0,

E_V = E + ⟨u|δV|η⟩ = E + ⟨η|δV|η⟩.   (2)

The variance does not depend on a constant shift, so σ² = ‖(H_SL − E)u‖² − (E_V − E)², or

σ² = ‖δVη‖² − ⟨η|δV|η⟩².   (3)

A local potential added to all three operators cancels in H_SL − H_KB, so (1) to (3) still hold, with the same φ, χ and D. The uniqueness of φ does not carry over: if δV is confined to the core and the added potential vanishes there, an eigenfunction at energy ε is proportional to φ in the core, so δVη = 0 and it is common to both operators, whatever its shape outside. Equations (2) and (3) contain no kinetic energy. They were tested against quadrature of −u″/2 + V_s u and agree to one part in a million.

**When a ghost exists**

Call a ghost any KB level below ε; H_SL has none. For c ≠ 0 the KB equation gives u = −c(H_loc − E)⁻¹χ. Applying ⟨χ| gives cD on the left, so with local s states ψ_n, levels E_n and χ_n = ⟨ψ_n|χ⟩,

f(E) = D + Σ_n χ_n²/(E_n − E) = 0.

The continuum is included in the sum and is smooth for E < 0. Each term has the positive derivative χ_n²/(E_n − E)², so f rises from −∞ to +∞ between neighbouring poles and has one root there. Below E₀ it rises from D, its limit at E → −∞, to +∞, so it has a root there if and only if D < 0. One of the roots is ε. Let N local levels lie below ε. For N ≥ 1, ε is the root between E_{N−1} and E_N, and the N − 1 lower intervals hold one root each. For N = 0, ε is itself the root below E₀, which requires D < 0. Therefore

number of ghosts = N − 1 for D > 0,  N for D < 0.

If some χ_n vanishes, a pole and a root are lost, but ψ_n is then a KB eigenfunction with c = 0 and the count is unchanged.

When V_d lies below V_s at all r, the d-local choice has δV > 0 and D > 0, and a ghost exists when the second s level of the d potential lies below the reference, E₁ < ε. A Coulomb tail binds a diffuse d state at any depth, but a compact d state needs a well deep enough to overcome the centrifugal term 3/r², which an s wave in the same well does not feel.

**The model**

The parameters are round values and describe no material. All channels share −erf(r/b)/r with b = 0.8 Å. V_s adds +20 eV·exp(−r²/b²), and V_loc adds −A·exp(−r²/b²), with A = 150 eV for the d potential. The s levels of H_SL are ε = −5.196 eV (⟨r⟩ = 2.05 Å) and −2.014 eV, and the d level is −10.52 eV (⟨r⟩ = 1.02 Å). These are reference levels of this one-electron operator and nothing more. The numerical output follows the text.

At A = 150 eV, D = 10.76 eV and the local s levels are −90.10, −19.34 and −3.05 eV. Two lie below ε, so there is one ghost. Diagonalising H_KB gives −47.27, −5.196 and −2.026 eV, interlaced as derived, and the root of f on a separate finite-difference grid also gives −47.27 eV. The count was tested for depths from 0 to 300 eV in steps of 25 eV: no ghost up to 50 eV, one from 75 to 225 eV, two from 250 eV. It was also tested on two local potentials with D < 0, one without a ghost and one with. The threshold E₁ = ε lies at A* = 71.2 eV, while a depth of 127.8 eV is needed to bring the d level down to ε. In this model a d potential whose level lies at or below the s level produces a ghost.

**Case 1: the ghost is occupied**

Filling the s levels of H_KB from the bottom puts the electron in the ghost g. Both g and φ are eigenfunctions of the Hermitian H_KB with different eigenvalues, so ⟨g|φ⟩ = 0. Since φ > 0, g changes sign. Since g has no component on the ground state of H_SL, its energy obeys E_V ≥ −2.014 eV, although E_g < ε. That bound is far from the value. The ghost sits in the core, ⟨r⟩ = 0.40 Å, with one node at r₀ = 0.8245 Å, and

E_V = 58.9 eV (2.165 hartree),  σ² = 1616 eV² (2.183 hartree²).

Sampling r from g² gives 58.88 ± 0.06 eV. The shift is E_V − E_g = 58.92 + 47.27 = 106.19 eV. Expanding (2) in the form ⟨g|δV|η⟩ with ⟨g|χ⟩ = cD gives ⟨g|δV|g⟩ − c²D. With |c| = 1.528, c²D = 2.336 × 10.76 = 25.1 eV, and so ⟨g|δV|g⟩ = 131.3 eV. The semilocal operator repels the ghost by 131 eV relative to the d well, and the projector supplies 25 eV of it.

Near the node, with x = r − r₀, g ≈ g′x and

E_L ≈ α/x,  α = −δV(r₀) c φ(r₀)/g′(r₀).

For large y, |E_L| > y means |x| < |α|/y, and integrating g′²x² over that interval gives

P(|E_L| > y) → (2/3) g′² |α|³/y³.

The density of E_L falls as y⁻⁴, so the variance is finite, the fourth moment diverges, and a sampled variance has no ordinary standard error. With |α| = 16.56 eV Å, |g′| = 2.467 Å^(−3/2) and y = 5000 eV, |α|/y = 3.312×10⁻³ Å, and (2/3) × 6.087 × 3.634×10⁻⁸ = 1.475×10⁻⁷, against 1.474×10⁻⁷ from direct integration. The derivation uses just a nonzero residual at a node, so this tail does not by itself identify a ghost.

Fixed-node DMC keeps the sphere r₀ as a wall and projects with V_s on each side. Provided both pockets are populated, its energy E_FN is the lower of the two ground levels with u = 0 on the wall. A wall restricts the variational space and φ(r₀) ≠ 0, so E_FN > ε. Because g vanishes on the wall, E_V is a weighted mean of the energy expectations of its two pieces, each at or above its pocket level, so E_FN ≤ E_V. The pocket levels are 51.87 eV inside and −3.787 eV outside. The fixed-node error relative to ε is 1.41 eV, while the variational error is 58.92 + 5.20 = 64.1 eV. DMC removes the core-localised shape and keeps the spurious node.

**Case 2: the ghost is left empty**

Suppose the correct level is occupied, but the environment differs from the reference atom by a local term λw(r), with w̄ = ⟨φ|w|φ⟩. Let u be the eigenfunction of H_KB + λw that connects to φ. First-order perturbation theory in the KB eigenbasis gives the ghost amplitude

⟨g|u⟩ = λ⟨g|w|φ⟩/(ε − E_g) + O(λ²).

The full residual has a closed form. The KB equation and the reference equation give

(H_loc + λw − E)u = −cχ,
(H_loc + λw − E)cφ = −cχ + c(λw + ε − E)φ.

Subtracting the second from the first,

(H_loc + λw − E)η = −c(λw + ε − E)φ.

To first order E = ε + λw̄ and c = 1, so the right side is −λ(w − w̄)φ. If ε is not a local level, δVη = λρ + O(λ²) with

ρ = −δV (H_loc − ε)⁻¹ (w − w̄)φ.   (4)

The reference equation gives ⟨χ|(H_loc − ε)⁻¹ = −⟨φ|, so ⟨φ|ρ⟩ = ⟨φ|w − w̄|φ⟩ = 0, as ⟨χ|η⟩ = 0 requires. The second term of (3) is of order λ⁴, so at leading order

σ² = λ²‖ρ‖².   (5)

For the energy, let v = φ + λv₁ be the ground state of H_SL + λw with level E_SL, and write u = φ + λu₁, with u₁ and v₁ orthogonal to φ. The order-λ parts of (1) and of the eigenvalue equation for v are

(H_SL − ε)u₁ + (w − w̄)φ = ρ,
(H_SL − ε)v₁ + (w − w̄)φ = 0.

So ξ = u₁ − v₁ solves (H_SL − ε)ξ = ρ, which is solvable because ρ ⊥ φ. The energy expectation is stationary at v, so its error is quadratic in the deviation λξ:

E_V − E_SL = λ²⟨ξ|H_SL − ε|ξ⟩ = λ² Σ_{n≥1} ρ_n²/Δ_n,   (6)

with ρ_n the components of ρ on the excited states of H_SL and Δ_n their excitation energies. The ratio of (5) to (6) is Σρ_n²/Σ(ρ_n²/Δ_n), a weighted harmonic mean of the excitation energies in the residual. A bound valid at finite λ follows because (H − E_SL)(H − E′) ≥ 0 for H = H_SL + λw with second level E′, no level lying between the two. Its expectation is σ² + (E_V − E_SL)(E_V − E′) ≥ 0, and for E_V < E′ this is Temple's inequality,

E_V − E_SL ≤ σ²/(E′ − E_V).

Take w = exp(−r²/(2 Å)²), λ = 1 eV and A = 150 eV, for which w̄ = 0.412 and |⟨g|w|φ⟩| = 0.05021. The first-order ghost amplitude is 0.05021/(47.269 − 5.196) = 1.19×10⁻³, and diagonalisation gives 1.17×10⁻³. The energies are E = −4.79743 eV, E_V = −4.79262 eV and E_SL = −4.79728 eV. The KB eigenvalue is within 0.0002 eV of E_SL, so it gives no warning. E_V − E = 0.0048 eV is positive, as (2) demands for δV > 0. The variance is 0.536 eV² against 0.574 eV² from (5), and sampling gives 0.551 ± 0.012 eV². The energy error relative to E_SL is 4.66×10⁻³ eV against 5.01×10⁻³ eV from (6). The leading-order values are about 7% above the full ones at this λ; (5) and (6) were tested at much smaller λ. The ratio is 0.5356/0.004664 = 115 eV, so the residual consists mainly of excitations far above the valence spacing of 5.196 − 2.014 = 3.18 eV. This also explains why Temple's bound, 0.19 eV, lies forty times above the actual error: it assigns the whole variance to the lowest excitation. At this depth and λ the orbital stays close to φ and has no node, and for a nodeless trial function one-electron DMC has no wall and projects to E_SL. In this case the model shows a cost in variance and in E_V. Close to the ghost threshold discussed next, the admixture is large enough at the same λ to give u a node, and a fixed-node error then returns.

**The signature**

Insert the local eigenstates into (4):

ρ = −Σ_n δVψ_n ⟨ψ_n|w − w̄|φ⟩/(E_n − ε).

When E₁ approaches ε one term dominates:

σ²/λ² → ⟨ψ₁|w − w̄|φ⟩² ‖δVψ₁‖²/(E₁ − ε)².   (7)

The condition E₁ = ε is the ghost threshold. There χ₁ = (ε − E₁)⟨ψ₁|φ⟩ = 0, so ψ₁ is a KB eigenfunction degenerate with φ: the spurious level is crossing the reference. Near A*, E₁ − ε is linear in A − A*, so halving the distance multiplies the coefficient by four. Diagonalisation at very small λ, averaged over its two signs, gives 1.145×10⁵ at A* + 0.05 eV and 2.867×10⁴ at A* + 0.10 eV, a ratio of 3.99. The pole term (7) gives 1.139×10⁵ and 2.834×10⁴. The pole belongs to the leading coefficient. It holds while λ is small against the KB gap, and at fixed λ the variance stays finite because δVQ is a bounded operator.

Away from the threshold the dimensionless σ²/λ² is, with (5) matching diagonalisation at each depth:

A = 0 eV: 0.0020
A = 50 eV: 0.33
A = 100 eV: 0.80
A = 150 eV: 0.57
A = 200 eV: 3.0

Three things follow for this model. The d-local value is 0.5744/0.002011 ≈ 290 times the value with no well. The pole acts from both sides. At 50 eV, where the ghost count is zero, the coefficient is already 0.3264/0.002011 ≈ 160 times that value; passing the ghost test does not ensure a small variance. These ratios are not due to the pole alone: δV is proportional to 20 eV + A, so δV² by itself grows by a factor of 12 at 50 eV and 72 at 150 eV, and away from the threshold the terms of the sum interfere. The coefficient is not monotonic in depth: it falls from 100 to 150 eV as the well deepens, and it rises by 200 eV. The scan places the crossing E₂ = ε between 225 and 250 eV, where (4) has another pole if its matrix element is nonzero. That this pole causes the rise is a conjecture; it was not tested.

At 150 eV the ghost itself supplies a minor part of this variance. Since Qφ = 0, ρ = δVQu₁ = Σ_n a_n δVQ g_n over the other KB states g_n with first-order amplitudes a_n. The terms are not orthogonal, but the shares ⟨a_n δVQ g_n|ρ⟩/‖ρ‖² add to one. At 150 eV the ghost's share is 0.16; the amplitude carries the denominator of 42 eV. The remaining 0.84 comes from KB states above ε. The first of them has its level within 2.0255 − 2.0139 = 0.012 eV of the semilocal one, yet its variance is 9.26 eV², against 0.030 eV² with no well. How the 0.84 divides among these states was not computed.

**Orbital-space QMC**

A method such as AFQMC builds its Hamiltonian from matrix elements, and may take them from H_KB. Then a KB eigenfunction has zero one-body variance, the ghost included, and the signature above is absent. The ghost is the lowest s state of that one-body Hamiltonian. Start imaginary-time propagation with H_KB + λw from an orbital that is mostly the valence state, of level E_u, with a small amplitude a on the ghost, of level E_g′. The amplitude ratio grows as |a| exp[τ(E_u − E_g′)] and reaches one at

τ* = ln(1/|a|)/(E_u − E_g′).

For the semilocal orbital v, |a| = 6.50×10⁻³ and E_u − E_g′ = 41.52 eV, so τ* = 5.036/41.52 = 0.121 eV⁻¹. Stepwise propagation first passes half weight on the ghost at 0.125 eV⁻¹, within one and a half time steps of τ*, and ends at −46.32 eV. Propagating u with H_SL + λw ends at −4.79728 eV, which is E_SL. This is unconstrained one-body propagation; the effect of a phaseless constraint or of other electrons is outside the model.

**What to check**

Compare the levels of H_loc in each nonlocal channel with that channel's reference level: count those below it, use the sign of D to turn that number into a ghost count, and note the distance to the nearest level. A small distance can signal the pole in (7), but the numerator there also depends on the local channel, so the distance alone does not rank the choices. Then hold the semilocal operator in QMC fixed and regenerate the orbitals with another local channel in the KB step. H_SL in the s channel does not depend on that choice, so for a one-electron s orbital a change of σ² between converged orbital sets comes from the separable form. An orbital with components in channels that have no projector also feels the change of the local potential itself.

Numbers as computed

```
inputs: b=0.8 A, A_s=20 eV, A_d=150 eV, lambda=1 eV, width of w=2 A
eps (reference s): -5.19582 eV
second s level of H_SL: -2.0139 eV
d level: -10.5215 eV
<r> of d: 1.01962 A
<r> of phi: 2.0485 A
D: 10.7634 eV
KB energy <chi|chi>/D: 63.4638 eV
local s levels: -90.0960 -19.3389 -3.0528 eV
KB s levels: -47.2689 -5.1958 -2.0255 eV
ghost level, finite-difference secular root: -47.2689 eV
ghosts for depth 0,25,..,300 eV: 0 0 0 1 1 1 1 1 1 1 2 2 2
D<0 cases: D=-25.494 eV ghosts 0; D=-20.078 eV ghosts 1
ghost threshold A*: 71.2144 eV
depth with d level = eps: 127.838 eV
depth 0 eV, next KB s: E=-2.0182 eV, var=0.02996 eV^2
depth 150 eV, next KB s: E=-2.0255 eV, var=9.262 eV^2
ghost c (magnitude): 1.52835 
ghost <r>: 0.400232 A
ghost E_V in H_SL: 58.92 eV
ghost variance: 1616.46 eV^2
ghost E_V: 2.16527 hartree
ghost variance: 2.18305 hartree^2
ghost nodes: 0.8245 A
|alpha|: 16.5614 eV A
|g'(r0)|: 2.46715 A^-3/2
P(|E_L|>5000 eV): direct 1.4741e-07, tail law 1.4746e-07
pocket levels: 51.8691 -3.7869 eV
fixed-node error E_FN-eps: 1.40887 eV
depth 0 eV: var/lam^2 direct 2.0110e-03, formula 2.0110e-03
depth 50 eV: var/lam^2 direct 3.2637e-01, formula 3.2637e-01
depth 100 eV: var/lam^2 direct 8.0133e-01, formula 8.0133e-01
depth 150 eV: var/lam^2 direct 5.7444e-01, formula 5.7444e-01
depth 200 eV: var/lam^2 direct 3.0245e+00, formula 3.0245e+00
A*+0.05 eV: var/lam^2 direct 1.1452e+05, pole 1.1385e+05
A*+0.10 eV: var/lam^2 direct 2.8673e+04, pole 2.8336e+04
<w>: 0.412433 
|<g|w|phi>|: 0.0502091 
ghost share <rho_g|rho>/|rho|^2: 0.163511 
lam=1 eV: |<g|u>| 1.1667e-03, first order 1.1934e-03
lam=1 eV: E_KB -4.79743, E_V -4.79262, E_SL -4.79728 eV
variance 5.3560e-01, leading 5.7444e-01 eV^2
E_V-E_SL 4.6636e-03, leading 5.0068e-03, Temple 1.8784e-01 eV
variance/(E_V-E_SL): 114.848 eV
sampled ghost E_V 58.88 +- 0.06 eV
sampled variance of u 5.5126e-01 +- 1.2e-02 eV^2
ghost amplitude in SL orbital: 0.00649821 
E_u-E_g: 41.5223 eV
collapse time: propagated 0.1249, formula 0.1213 1/eV
long-time energy: H_KB -46.3197, H_SL -4.79728 eV
```
